# How precursor sites ease electron self-trapping in an amorphous oxide

**Q.** In charge-trap oxide layers I am told that electrons self-trap more easily because the film is amorphous. What would "more easily" mean as a number?

**A.** It can be stated as a critical coupling. Take one excess electron on a simple cubic lattice of cation sites, with hopping energy \(-t\) to each of \(z=6\) neighbours. Each site \(i\) has a classical lattice coordinate \(x_i\) with stiffness \(K\), coupled by a constant \(g\) to the occupation \(n_i=|\psi_i|^2\), where \(\sum_i n_i=1\). One site, labelled 0, is a precursor: before the electron arrives, its energy already lies \(\Delta\) below the others. With \(T\) the hopping operator, the energy is

\[
E=\langle T\rangle-\Delta n_0+\sum_i\left(\tfrac12Kx_i^2-g x_i n_i\right).
\]

Setting \(\partial E/\partial x_i=0\) gives \(x_i=g n_i/K\). Each lattice term then becomes \(g^2n_i^2/2K-g^2n_i^2/K=-g^2n_i^2/2K\), so

\[
E=\langle T\rangle-\Delta n_0-SP,\qquad S=\frac{g^2}{2K},\qquad P=\sum_i n_i^2 .
\]

\(S\) is the relaxation energy of an electron sitting wholly on one site, and \(P\) measures how concentrated the electron is. An electron spread over an infinite crystal has \(P\to0\) and energy \(-zt\), the conduction edge. A state \(\psi\) lies below that edge if \(\langle T\rangle-\Delta n_0-SP<-zt\). Solving for \(S\) and choosing the most favourable state gives the critical coupling

\[
S_c(\Delta)=\min_\psi\frac{\langle T\rangle+zt-\Delta n_0}{P}.
\]

This criterion is energetic. It does not say how fast an electron is captured.

**Q.** Could the electron cheat by spreading out, so that the numerator becomes tiny?

**A.** Not in three dimensions without a precursor. A state of radius \(R\) sites costs kinetic energy of order \(t/R^2\), while \(P\) is of order \(1/R^3\). The ratio grows as \(tR\), so a compact state sets the threshold.

A finite cluster needs some care here. With periodic boundaries the uniform state would have zero numerator and finite \(P\), giving a false threshold of zero. I therefore let the wavefunction vanish outside an \(L\times L\times L\) cluster but keep the infinite crystal's edge \(-zt\) as reference. Every such state is also allowed in the infinite crystal, so the cluster result is an upper bound on \(S_c\).

**Q.** How much does the precursor lower the threshold?

**A.** By at least \(\Delta\). Let \(\psi_0\) be the best state without a precursor, placed so that its most occupied site is site 0. It is a trial state for the problem with the precursor, so

\[
S_c(\Delta)\le S_c(0)-\Delta\left.\frac{n_0}{P}\right|_{\psi_0}.
\]

Because \(n_0\) is the largest occupation, \(P=\sum_i n_i n_i\le n_0\sum_i n_i=n_0\). Hence \(n_0/P\ge1\), and the reduction is at least \(\Delta\).

The reverse trial, using the best state \(\psi_\Delta\) with the precursor in the problem without it, gives \(S_c(0)\le S_c(\Delta)+\Delta(n_0/P)_{\psi_\Delta}\). Together,

\[
\Delta\left.\frac{n_0}{P}\right|_{\psi_0}\le S_c(0)-S_c(\Delta)\le\Delta\left.\frac{n_0}{P}\right|_{\psi_\Delta}.
\]

The local slope follows from the same ratio. At its minimum, a small change of \(\psi\) has no first-order effect, which leaves the explicit dependence on \(\Delta\):

\[
\frac{dS_c}{d\Delta}=-\frac{n_0}{P}.
\]

The gain can exceed \(\Delta\) because the two energies weigh the electron differently. The precursor energy is linear in the occupation, while lattice relaxation is quadratic and suffers more when charge spills onto neighbours.

**Q.** Please put in numbers for something like amorphous hafnia.

**A.** I take round values in that rough regime: \(t=0.20\) eV, site spacing \(a=0.35\) nm and \(\Delta=0.40\) eV. The edge is then at \(-1.20\) eV. Minimizing on the \(L=7\) cluster gives

\[
S_c(0)=1.08\ \text{eV},\qquad S_c(0.40\ \text{eV})=0.64\ \text{eV}.
\]

The reduction is 0.44 eV, or 41% of the original threshold. In units of the half-bandwidth \(zt\), the critical coupling falls from 0.90 to 0.54.

Without the precursor, \(n_0=0.934\) and \(P=0.873\), so the lower bound is \(0.40\times0.934/0.873=0.428\) eV. With it, \(n_0=0.873\) and \(P=0.764\), so the upper bound is 0.457 eV. The computed reduction lies between them.

Going from \(L=3\) to \(L=11\) moves the reduction from 0.4356 to 0.4395 eV. As a test, the ratio was also minimized directly on the full \(L=7\) cluster, from four centred and four random starting states. It gave the same two thresholds as the self-consistent calculation.

**Q.** Is there a formula I can use without a cluster calculation?

**A.** Yes, when the electron is mostly on one site. Fix the lattice at \(x_0=g/K\). This costs elastic energy \(S\) and puts the electron level at \(-\Delta-2S\). Each of the \(z\) neighbours lies \(2S+\Delta\) higher, so second-order hopping gives

\[
E\simeq-\Delta-S-\frac{zt^2}{2S+\Delta}.
\]

At threshold \(E=-zt\), which means

\[
(zt-\Delta-S)(2S+\Delta)=zt^2 .
\]

Expanding the product and collecting powers of \(S\),

\[
2S^2-(2zt-3\Delta)S+zt^2-\Delta(zt-\Delta)=0 .
\]

The discriminant is

\[
(2zt-3\Delta)^2-8\left(zt^2-zt\Delta+\Delta^2\right)=(2zt-\Delta)^2-8zt^2 ,
\]

and the larger root, the one consistent with a localized electron, is

\[
S_c\simeq\frac{2zt-3\Delta+\sqrt{(2zt-\Delta)^2-8zt^2}}{4}.
\]

For \(\Delta=0.40\) eV this is \((1.20+\sqrt{4.00-1.92})/4=0.66\) eV, 3% above the cluster value. At \(\Delta=0\) it gives 1.09 eV, 0.8% high. With many neighbours at fixed \(zt\), \(8zt^2\ll(2zt-\Delta)^2\), the square root tends to \(2zt-\Delta\) and \(S_c\to zt-\Delta\). In that limit spill-over is negligible and the reduction is just \(\Delta\). The cubic lattice does not reach it: for \(z=6\) the first term is at least a third of the second.

**Q.** If the site is already 0.40 eV deep, why is this self-trapping at all? It sounds like an ordinary defect.

**A.** In three dimensions a shallow site binds nothing on a rigid lattice. For a bound state of energy \(E<-zt\), the equation \((T-E)\psi=\Delta\,\psi_0|0\rangle\), with \(\psi_0\) now the amplitude on site 0, gives \(\psi=\Delta\,\psi_0(T-E)^{-1}|0\rangle\). Projecting on site 0 yields \(1=\Delta\langle0|(T-E)^{-1}|0\rangle\). The matrix element is largest at the edge, so binding requires \(\Delta>\Delta_b=1/G\), where

\[
G=\int\!\frac{d^3k}{(2\pi)^3}\frac{1}{2t\sum_\alpha(1-\cos k_\alpha)}
=\frac1t\int_0^\infty\! e^{-6u}I_0(2u)^3\,du .
\]

The second form uses \(1/A=\int_0^\infty e^{-uA}du\) and the Bessel function \(I_0(2u)=\int_{-\pi}^{\pi}e^{2u\cos k}dk/2\pi\). The result is \(\Delta_b=3.96\,t=0.79\) eV.

Now suppose the host has \(S=1.0\) eV, a value chosen to lie between the two thresholds, not a measured property of hafnia. The lattice alone fails, since \(1.0<1.08\) eV: the localized state lies 0.07 eV above the edge. The precursor alone fails, since \(0.40<0.79\) eV. Together they bind the electron by 0.30 eV. The short formula shows the balance: \(0.40+1.0+0.24/2.4-1.20=0.30\) eV. Above \(\Delta_b\) the site is an ordinary trap, and a critical coupling loses its meaning.

**Q.** Doesn't disorder also change the conduction edge I am comparing with?

**A.** It does, and this limits the claim that disorder promotes trapping. If the edge drops by \(\delta\), the numerator of the ratio gains \(+\delta\), and \(S_c\) rises at the rate \(1/P\). Using \(\psi_0\) as trial state again, promotion is assured when \(\Delta n_0>\delta\).

For weak, independent site energies of zero mean and spread \(\sigma\), the first-order shift averages to zero. In second order the bottom state couples to each other band state with mean squared strength \(\sigma^2/N\) on \(N\) sites, which gives \(\delta\simeq\sigma^2G\). I assume that the mobility edge follows this average shift. With \(\sigma=0.15\) eV, \(\delta=0.0225/0.79=0.028\) eV, and the break-even precursor depth is \(0.028/0.934=0.030\) eV. On a periodic \(6\times6\times6\) cluster, diagonalizing random samples gave a drop of 0.0253 eV, against 0.0242 eV from the same formula summed for that cluster.

**Q.** Stretched bonds at the precursor should weaken hopping. Does that help too?

**A.** In this model it works against trapping. With \(\Delta\) and the edge held fixed, cutting the precursor's six hoppings by 20% raises \(S_c\) from 0.64 to 0.71 eV. The trapped electron loses part of its gain \(zt^2/(2S+\Delta)\). A distorted site therefore helps through its lower energy, and only if that outweighs the lost hopping.

**Q.** Hafnia is strongly polar. Does the verdict at \(S=1.0\) eV survive?

**A.** For these parameters it does, with a smaller margin, provided \(S=1.0\) eV is read as the whole on-site relaxation, polar part included. A mobile electron also lowers its energy by polarizing the lattice. Second-order perturbation theory with the Fröhlich coupling gives

\[
\delta_{\rm pol}=\frac{\kappa e^2}{4\pi\varepsilon_0}\frac{\hbar\omega}{\pi}\int_0^\infty\!\frac{dq}{\hbar\omega+\hbar^2q^2/2m}
=\frac{\kappa e^2}{8\pi\varepsilon_0}\sqrt{\frac{2m\omega}{\hbar}},
\]

where \(\kappa=1/4.5-1/20\) comes from the fast and static dielectric constants, \(\hbar\omega=0.05\) eV, and \(\hbar^2/2m=ta^2\). The result is 0.18 eV. This is 3.5 phonon energies, outside the weak-coupling regime, so it is a size estimate.

The same coupling relaxes an electron held on one site by about \(\kappa e^2q_D/4\pi^2\varepsilon_0\approx0.88\) eV, with the cutoff \(q_D=(6\pi^2)^{1/3}/a\); the value depends on that cutoff. I count it as part of \(S=1.0\) eV, which leaves a non-polar remainder \(S'\approx0.12\) eV. If it were added to \(S\) instead, the short formula would put the ordered crystal's localized state \(1.88+0.24/3.76-1.20=0.74\) eV below the edge, and the crystal would trap too. Two smaller terms favour the trapped state: polarization shared between sites, 0.033 eV, and vibrational softening at 358 K, 0.003 eV. Adding these terms for the precursor,

\[
0.305-0.177-0.028+0.033+0.003\simeq0.14\ \text{eV}.
\]

The same sum for the ordered crystal, without the disorder term, gives \(-0.19\) eV. The precursor still traps and the crystal still does not. The non-polar remainder of the on-site coupling also lowers the mobile electron. Its mean squared strength between band states is \(S'\hbar\omega/N\), so in second order and without thermal phonons it subtracts at most \(S'\hbar\omega G=0.12\times0.05/0.79\approx0.01\) eV from either sum. Both signs then stay the same.

Thermal phonons strengthen both lowerings of the mobile electron. At 358 K the same second-order estimates give about 0.22 eV for the polar term and 0.01 eV for the non-polar term. For an electron at the band bottom, the crystal still does not trap, but the precursor's margin shrinks to about 0.08 eV. That is under \(3\,kT\), and it rests on a second-order polar term used outside weak coupling and on the division of \(S\) assumed above, so it is a size estimate.

**Q.** How close is this to a real memory layer, and would the charge stay there?

**A.** The model has one band and one isolated precursor; real amorphous hafnia has several \(d\) orbitals and an irregular network. The verdict is sensitive to \(t\). The value used implies a band-edge mass of 1.6 electron masses; a lighter electron means a larger \(t\). All thresholds scale with \(t\) at fixed \(\Delta/t\). Doubling \(t\) with \(\Delta=0.40\) eV therefore doubles the computed value at \(\Delta=0.20\) eV, from 0.87 to 1.73 eV, and a host with \(S=1.0\) eV would no longer trap even at the precursor. The lower bound on the reduction survives this change; the verdict does not. If site energies follow a Gaussian of spread 0.15 eV, a fraction 0.0038 of sites is at least 0.40 eV deep, or \(9\times10^{19}\) cm\(^{-3}\). This number depends strongly on the assumed Gaussian tail.

Retention is a separate question. The corrected binding of 0.14 eV is only about \(4.4\,kT\) at 358 K, even before the on-site and thermal phonon terms reduce it. For a triangular barrier of height \(B\) in a field \(F\), the tunnelling probability varies as \(e^{-\gamma}\). Treating the band as parabolic, with the band-edge mass at all depths,

\[
\gamma=2\int_0^{B/eF}\!\sqrt{\frac{B-eFx}{ta^2}}\,dx=\frac{4B^{3/2}}{3eF\sqrt{ta^2}} .
\]

At 1 MV/cm, with the lattice frozen around the electron, the level is 1.21 eV deep and \(\gamma\) is of order 100. At fixed barrier height \(\gamma\) grows as the square root of the mass, so a tunnelling mass below the 1.6 electron masses used here would lower it. This barrier is 12 nm wide, so the value applies only if the film extends at least that far from the trap. If the barrier were only the corrected binding, \(\gamma\) would be about 4. The range is too wide to promise storage: what is established here is an energetic preference for the precursor, within this model. The remaining values are in the numerical output.

## Table of computed values

```
hopping t: 0.20 eV
site spacing: 0.35 nm
host relaxation energy S: 1.00 eV
precursor depth Delta: 0.40 eV
site-energy spread sigma: 0.15 eV
phonon energy: 0.05 eV
dielectric constants fast, static: 4.5, 20.0
temperature: 358 K; kT: 0.0309 eV
L=3: S_c(0), S_c(Delta), reduction: 1.0833, 0.6478, 0.4356 eV
L=5: S_c(0), S_c(Delta), reduction: 1.0816, 0.6423, 0.4393 eV
L=7: S_c(0), S_c(Delta), reduction: 1.0815, 0.6421, 0.4394 eV
L=11: S_c(0), S_c(Delta), reduction: 1.0815, 0.6421, 0.4395 eV
S_c/(6t) without, with precursor: 0.9013, 0.5351
relative reduction of S_c: 40.6 %
direct ratio minimum, both cases: 1.0815, 0.6421 eV
crystal critical state n0, P: 0.9341, 0.8731
precursor critical state n0, P: 0.8732, 0.7644
bounds on reduction: 0.4279 to 0.4570 eV
slope at Delta=0.2 eV, difference and -n0/P: -1.0951, -1.0951
Delta=0.0 eV: S_c numerical, closed form: 1.0815, 1.0899 eV
Delta=0.1 eV: S_c numerical, closed form: 0.9740, 0.9839 eV
Delta=0.2 eV: S_c numerical, closed form: 0.8653, 0.8772 eV
Delta=0.3 eV: S_c numerical, closed form: 0.7548, 0.7695 eV
Delta=0.4 eV: S_c numerical, closed form: 0.6421, 0.6606 eV
rigid binding threshold Delta_b: 0.7914 eV
Delta_b/t: 3.957
6x6x6 edge drop, simulated and formula: 0.0253, 0.0242 eV
edge drop by disorder, infinite lattice: 0.0284 eV
break-even precursor depth: 0.0304 eV
binding at host S, no precursor, precursor: -0.0701, 0.3047 eV
vertical level depth at precursor: 1.2089 eV
occupation of precursor at host S: 0.9507
effective mass / electron mass: 1.555
polar lowering of mobile electron: 0.1771 eV
S_c polar, no precursor: 1.2791 eV
S_c polar and disorder drop, precursor: 0.8889 eV
S_c with precursor hopping cut by 20%: 0.7059 eV
intersite polarization gain, both cases: 0.0525, 0.0329 eV
zero-point change, both cases: -0.0049, -0.0022 eV
vibrational free energy change: -0.0075, -0.0034 eV
softest mode frequency ratio at precursor: 0.946
corrected binding, both cases: -0.1872, 0.1354 eV
precursor fraction: 0.00383; density: 8.93e+19 cm^-3
entropy cost of trapping at rare sites: -0.0310 eV
field: 1.0 MV/cm
field drop per site spacing: 0.0350 eV
tunnel exponent, vertical depth: 113.2
tunnel exponent, model binding: 14.3
tunnel exponent, corrected binding: 4.2
```
